# Shear strain and the split transverse masses of silicon's X-point valleys, part 2

A shear strain $\varepsilon_{xy}$ (tensor component) changes the electron masses of silicon's $z$ valleys by coupling two conduction bands that cross at X, $(0,0,2\pi/a)$, where $a$ is the cubic lattice constant. The wavevector $\mathbf k$ is measured from X, spin-orbit coupling is left out, and $m_0$ is the free-electron mass. Near X the first half found

$$H=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+\frac{\hbar^2k_0k_z}{m_l}\sigma_z+\left(D\varepsilon_{xy}-\frac{\hbar^2k_xk_y}{M}\right)\sigma_x .$$

The Pauli matrices act on the two bands. Without strain the minima are at $k_z=\pm k_0$, with masses $m_l$ along $z$ and $m_t$ across it. $D$ is the shear deformation potential and $M$ measures the coupling through remote bands; $D>0$ and $M>0$, the sign of $D/M$ being an input for silicon. With

$$s=D\varepsilon_{xy}-\frac{\hbar^2k_xk_y}{M},$$

$$W=\frac{\hbar^2k_0^2}{m_l},\qquad \delta=D\varepsilon_{xy},\qquad \eta=\frac{\delta}{W},\qquad u=\frac{k_z}{k_0},$$

the lower band is

$$E=\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+\frac W2u^2-S,\qquad S=\sqrt{W^2u^2+s^2}.$$

The gap between the bands is $2S$. On the axis $k_x=k_y=0$, where $s=\delta$,

$$\frac{dE}{du}=Wu-\frac{W^2u}{S}=Wu\left(1-\frac WS\right).$$

For $|\eta|<1$ the minima have $S=W$, so the gap there is $2W$, and

$$k_z=\pm k_0\sqrt{1-\eta^2},\qquad|\eta|<1,$$

$$E_{\min}=\frac W2(1-\eta^2)-W=-\frac W2-\frac{\delta^2}{2W}.$$

At $u=0$ the second derivative of $E$ with respect to $u$ is $W(1-W/|\delta|)$.

The first half also tested $H$ in a model crystal, not a prediction for silicon: a diamond lattice with $a=0.54$ nm, 64 plane waves and round form factors, held fixed while the atoms follow the strain affinely. At X it gives $D=15.9$ eV, $m_0/M=4.38$ and $m_0/m_t=5.25$.

### Adding transverse motion

Now let $k_x$ and $k_y$ be small but nonzero, and hold $k_z$ at the strained minimum. The coupling changes from $\delta$ to $\delta-\hbar^2k_xk_y/M$. To second order in the transverse wavevector, one derivative with respect to $s$ is enough, because the change of $s$ is already quadratic:

$$\frac{\partial(-S)}{\partial s}=-\frac sS\;\longrightarrow\;-\frac{\delta}{W}=-\eta .$$

The change in energy is this slope times the change in $s$:

$$(-\eta)\left(-\frac{\hbar^2k_xk_y}{M}\right)=+\eta\,\frac{\hbar^2k_xk_y}{M}.$$

Hence, near the valley minimum,

$$E-E_{\min}\simeq\frac{\hbar^2}{2}\left[\frac{k_x^2+k_y^2}{m_t}+\frac{2\eta}{M}k_xk_y\right].$$

The inverse-mass tensor in the $xy$ plane has diagonal elements $1/m_t$ and off-diagonal elements $\eta/M$. To diagonalize it, use components along the two diagonals,

$$k_1=\frac{k_x+k_y}{\sqrt2}\ \text{ along }[110],\qquad k_2=\frac{k_x-k_y}{\sqrt2}\ \text{ along }[1\bar10].$$

Adding and subtracting their squares gives

$$k_1^2+k_2^2=k_x^2+k_y^2,\qquad k_1^2-k_2^2=2k_xk_y .$$

Therefore

$$E-E_{\min}\simeq\frac{\hbar^2}{2}\left[\left(\frac1{m_t}+\frac{\eta}{M}\right)k_1^2+\left(\frac1{m_t}-\frac{\eta}{M}\right)k_2^2\right],$$

and the masses are

$$\boxed{\frac1{m_{[110]}}=\frac1{m_t}+\frac{D\varepsilon_{xy}}{WM},\qquad\frac1{m_{[1\bar10]}}=\frac1{m_t}-\frac{D\varepsilon_{xy}}{WM}},\qquad|\eta|<1.$$

There is no mixed curvature between $k_z$ and the transverse directions. The energy depends on $k_x$ and $k_y$ through $k_x^2+k_y^2$ and $k_xk_y$, so its first transverse derivatives vanish on the whole axis, and so does the derivative of these along $k_z$. The valley keeps $z$ as a principal axis.

Several limits follow directly. At zero shear the two masses return to $m_t$. If $M\to\infty$, strain still shifts the valley but cannot split its masses: the splitting needs the coupling through $k_xk_y$ as well as the strain coupling. Reversing the shear exchanges the two diagonals, as the reflection $x\to-x$ demands. Along $[100]$, where $k_y=0$, the curvature stays $1/m_t$. A calculation that examined only the cube axes would miss the effect.

### The same result as a mixture of two states

The splitting has a simple physical reading. The lower state is opposite in direction to the vector $(s,Wu)$ in the space of $\sigma_x$ and $\sigma_z$, so at the minimum its expectation value is

$$\langle\sigma_x\rangle=-\frac sS=-\eta .$$

In an eigenstate of $\sigma_x$ with eigenvalue $\pm1$, the energy contains $\mp\hbar^2k_xk_y/M$. One such state is light along $[110]$ and the other along $[1\bar10]$. The unstrained valley is an equal mixture of the two, and its section is circular. Shear makes the weights unequal, and the mass splitting measures the imbalance.

This reading also gives the result away from the minimum. At a fixed $k_z$ the replacement for $\eta$ is

$$\eta\;\longrightarrow\;\frac{\delta}{\sqrt{W^2k_z^2/k_0^2+\delta^2}}.$$

The replacement grows towards X, where it reaches $\pm1$ for any nonzero shear. In a thin channel the electron wavefunction contains a spread of $k_z$, so the splitting at the bulk minimum is not automatically that of a confined subband. The formulas here are for the bulk valley.

### Beyond parabolic bands

Instead of holding $k_z$ fixed, one can minimize over it at each $(k_x,k_y)$. The calculation for strain alone applies with $\delta$ replaced by $s$, provided $|s|<W$:

$$E_{\rm env}=\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}-\frac W2-\frac{s^2}{2W}.$$

Expand the square:

$$-\frac{s^2}{2W}=-\frac{\delta^2}{2W}+\frac{\delta}{W}\frac{\hbar^2k_xk_y}{M}-\frac{1}{2W}\left(\frac{\hbar^2k_xk_y}{M}\right)^2.$$

The first term is the valley shift. The second is the mass splitting, again with coefficient $\eta$. It is the cross term between two ways of coupling to the upper band, one through strain and one through transverse motion. The third limits the parabolic description. Along either diagonal $|k_xk_y|=k_i^2/2$, with $i=1$ or 2, and the quartic energy is

$$-\frac{\hbar^4k_i^4}{8M^2W}.$$

Its size relative to the parabolic energy $\hbar^2k_i^2/2m_i$ is $\hbar^2k_i^2m_i/(4M^2W)$. At a given wavevector the heavy diagonal departs from a parabola sooner. This quartic term belongs to the energy minimized over $k_z$. On a straight line at the fixed $k_z$ of the minimum, $\partial^2(-S)/\partial s^2=-W^2u^2/S^3=-(1-\eta^2)/W$, so the quartic term is smaller by the factor $1-\eta^2$. Numerical minimization of the two-band energy at a finite transverse wavevector agrees with the envelope formula.

### The longitudinal mass

Shear also changes the mass along $z$. Differentiate $dE/du=Wu-W^2u/S$ once more, using $dS/du=W^2u/S$:

$$\frac{d^2E}{du^2}=W-\frac{W^2}{S}+\frac{W^4u^2}{S^3}.$$

At the minimum $S=W$, the first two terms cancel, and the last is $Wu^2=W(1-\eta^2)$. Since $u=k_z/k_0$, division by $k_0^2$ gives $\hbar^2/m_z$, and with $W/k_0^2=\hbar^2/m_l$,

$$\frac1{m_z}=\frac{1-\eta^2}{m_l},\qquad|\eta|<1.$$

The longitudinal change is quadratic in shear, whereas the transverse splitting is linear. For weak strain the transverse effect comes first.

### Large shear: the valleys merge

At $|\eta|=1$ the two minima reach X. With $|\delta|=W$, the energy on the axis is

$$E=\frac W2u^2-W\sqrt{1+u^2}=-W+\frac W8u^4+\dots,$$

because $\sqrt{1+u^2}=1+u^2/2-u^4/8+\dots$. The quadratic term has disappeared, and no finite longitudinal mass describes this point.

For $|\eta|>1$ the condition $S=W$ has no solution, and the minimum stays at $k_z=0$. The $+z$ and $-z$ valleys have become a single valley at X. There $S=|s|$, and for small transverse wavevectors

$$-|s|=-|\delta|+\operatorname{sgn}(\varepsilon_{xy})\frac{\hbar^2k_xk_y}{M}.$$

Thus $\eta$ in the transverse masses is replaced by its sign:

$$\frac1{m_{[110]}}=\frac1{m_t}+\frac{\operatorname{sgn}(\varepsilon_{xy})}{M},\qquad\frac1{m_{[1\bar10]}}=\frac1{m_t}-\frac{\operatorname{sgn}(\varepsilon_{xy})}{M}.$$

The splitting saturates because the lower state is already a pure eigenstate of $\sigma_x$. The longitudinal curvature found earlier at $u=0$ is now positive:

$$\frac1{m_z}=\frac1{m_l}\left(1-\frac1{|\eta|}\right).$$

The transverse formulas join continuously at $|\eta|=1$. Positive transverse curvature at every shear requires $1/m_t>1/M$, that is, $M>m_t$. If this fails, the curvature along one diagonal vanishes at $|\eta|=M/m_t$, before the valleys merge, and higher powers of $\mathbf k$ are needed.

### A worked case

Take round parameters: $m_l=0.9\,m_0$, $m_t=0.2\,m_0$, $M=0.25\,m_0$, $k_0=1.7$ nm$^{-1}$ and $D=12$ eV. With $\hbar^2/m_0=0.0762$ eV nm$^2$,

$$W=\frac{0.0762\times1.7^2}{0.9}\ \text{eV}=0.245\ \text{eV}.$$

For $\varepsilon_{xy}=0.005$ the coupling is $\delta=12\times0.005$ eV $=60$ meV, so $\eta=0.0600/0.2447=0.245$. The change in inverse mass is $\eta/M=0.245/0.25=0.98$ in units of $1/m_0$, and

$$\frac{m_0}{m_{[110]}}=5.00+0.98=5.98,\qquad\frac{m_0}{m_{[1\bar10]}}=5.00-0.98=4.02 .$$

The masses are $0.167\,m_0$ along $[110]$ and $0.249\,m_0$ along $[1\bar10]$, a ratio of 1.49. The geometric mean is $0.204\,m_0$, close to the unstrained $0.200\,m_0$: the valley section changes shape much more than area.

The valley itself falls by $60^2/(2\times244.7)$ meV $=7.4$ meV. Its minimum moves from 1.70 to 1.65 nm$^{-1}$ from X, and the longitudinal mass rises from 0.90 to $0.96\,m_0$. If the scattering time were unchanged, the mobility of this valley along $[110]$ would rise in proportion to the inverse mass, by the factor $5.98/5.00\simeq1.20$. In a real channel the scattering time can change with strain, and the mobility averaged over all valleys also depends on how the electrons are shared among them.

Larger shears show the approach to saturation:

| $\varepsilon_{xy}$ (%) | $\eta$ | $m_{[110]}/m_0$ | $m_{[1\bar10]}/m_0$ | $m_z/m_0$ |
|---|---|---|---|---|
| 0.5 | 0.25 | 0.167 | 0.249 | 0.96 |
| 1.0 | 0.49 | 0.144 | 0.329 | 1.19 |
| 1.5 | 0.74 | 0.126 | 0.486 | 1.96 |
| 3.0 | 1.47 | 0.111 | 1.000 | 2.81 |

The valleys merge at a shear of 2.04 %. The last row lies beyond that point: the transverse inverse masses have reached $5+4=9$ and $5-4=1$. At $-0.5$ % the two transverse masses of the first row change places. These masses agree with curvatures obtained by diagonalizing the two-band matrix and differentiating its lower eigenvalue numerically. The entries at large shear are consequences of fixed model parameters; whether a crystal would keep those parameters, or survive the strain, is a separate question.

### How good are two bands away from X?

The matrix was derived near X, but the valley lies some distance away. The model crystal of the first half measures the cost. Its valley is $0.138\,(2\pi/a)$ from X, and the gap between the two bands there is $E_g=0.471$ eV. In the two-band model this gap is $2W$, so $\eta=2D\varepsilon_{xy}/E_g$ and the difference of the inverse masses is

$$\frac1{m_{[110]}}-\frac1{m_{[1\bar10]}}=\frac{2\eta}{M}=\frac{4D\varepsilon_{xy}}{E_gM}.$$

For $\varepsilon_{xy}=0.001$, with $D$ and $M$ calculated at X,

$$\frac{4\times15.92\times0.001}{0.471}\times4.38\simeq0.59$$

in units of $1/m_0$. The full bands, differentiated at their own strained minimum, give $5.8809-5.3455\simeq0.54$. The finite step of $0.005\,(2\pi/a)$ lowers each of these two values slightly through the quartic term, so their last two digits are not significant; the error cancels in the difference. The sign agrees, and the full splitting is 0.90 times the estimate.

The average of the two full inverse masses is about 5.6, compared with 5.25 at X. The two-band matrix with constant parameters has no such drift, so terms omitted from it matter at the 10 % level in this crystal. Symmetry allows $k_z(k_x^2+k_y^2)\sigma_z$, which changes the average, and $\varepsilon_{xy}k_xk_y$ within each band, which changes the splitting. The splitting is also changed by terms that make $D$ and $M$ drift along the axis, $\varepsilon_{xy}k_z^2\sigma_x$ and $k_z^2k_xk_y\sigma_x$, and by $\varepsilon_{xy}k_xk_yk_z\sigma_z$. No single one of these terms should be taken as the whole cause of the 10 % difference, and their separate contributions are not given here. Taking $m_t$ at the valley instead of at X would absorb the drift of the average, because to first order the shear leaves that average unchanged. It would not correct the splitting, which does not depend on $m_t$.

The affine strain used in this crystal is a further restriction. In diamond-type crystals shear can also displace the two atoms of the cell relative to each other. This preserves an inversion centre midway between them and the symmetry of the shear, so it contributes to the same matrix element and changes the value of $D$, not the form of $H$. Holding the form factors fixed is a second restriction of the same kind: shear changes the lengths of the reciprocal vectors at first order, and form factors that follow those lengths change $D$ as well. A value of $D$ for silicon must include both.

Finally, the result concerns the $z$ valleys. Permuting the axes gives the coupling $D\varepsilon_{yz}-\hbar^2k_yk_z/M$ for the $x$ valleys, and $D\varepsilon_{zx}-\hbar^2k_zk_x/M$ for the $y$ valleys. A pure $\varepsilon_{xy}$ therefore leaves their two-band coupling unstrained. It can still tilt these valleys slightly through diagonal terms linear in $\varepsilon_{xy}$, such as $\varepsilon_{xy}k_xk_y$ within each band, which are not enhanced by the nearby partner. Stress along $[110]$ also produces diagonal strains, which shift the valleys relative to one another and change their populations. That redistribution must be added when a mobility is calculated; it is distinct from the change of mass within one valley. The values behind the rounded figures are in the numerical output below.

## Computed results

```
ml = 0.9 m0, mt = 0.2 m0, M = 0.25 m0
k0 = 1.7 nm^-1, D = 12.0 eV
hbar^2/m0 = 0.07620 eV nm^2
W = 0.2447 eV
strain at which the minima merge = 2.039 %
strain -0.50 %: eta = -0.2452, m[110] = 0.2488 m0, m[1-10] = 0.1672 m0, m_z = 0.9576 m0
strain  0.50 %: eta = 0.2452, m[110] = 0.1672 m0, m[1-10] = 0.2488 m0, m_z = 0.9576 m0
strain  1.00 %: eta = 0.4904, m[110] = 0.1436 m0, m[1-10] = 0.3291 m0, m_z = 1.1850 m0
strain  1.50 %: eta = 0.7356, m[110] = 0.1259 m0, m[1-10] = 0.4860 m0, m_z = 1.9615 m0
strain  3.00 %: eta = 1.4713, m[110] = 0.1111 m0, m[1-10] = 1.0000 m0, m_z = 2.8097 m0
Main case, strain 0.5 %:
  D*strain = 60.00 meV
  valley minimum at kz = 1.6481 nm^-1 from X
  valley shift = -7.356 meV
  eta/M = 0.9809 1/m0
  1/m[110] = 5.9809 1/m0, 1/m[1-10] = 4.0191 1/m0
  mass ratio m[1-10]/m[110] = 1.4881
  sqrt(m[110]*m[1-10]) = 0.2040 m0
Plane-wave model crystal (round form factors, affine strain):
  a = 0.54 nm, plane waves = 64
  form factors at G^2 = 3, 8, 11: -0.20, 0.05, 0.08 Ry
  shear deformation potential at X = 15.924 eV
  1/M from remote-band sum = 4.3804 1/m0
  1/mt at X from remote-band sum = 5.2493 1/m0
  half gaps near X, [110] side: full 0.9036, law 0.9042 meV
  half gaps near X, [1-10] side: full 2.1008, law 2.1013 meV
  valley distance from X = 0.1383 (2 pi/a)
  band gap between the pair there = 0.4711 eV
  strain in valley test = 0.10 %
  full 1/m[110] = 5.8809, 1/m[1-10] = 5.3455 1/m0
  inverse-mass splitting: full 0.5354, two-band estimate 0.5922 1/m0
  ratio full/estimate = 0.904
```
